How Maxwell Slip Raises Laminar Gas Flow in a Circular Tube

**The situation**

An atomic layer deposition reactor is fed with nitrogen through a narrow injector tube, 2 mm in diameter and 100 mm long. The gas is near 400 K and its pressure falls from 1.2 to 0.8 Torr along the tube. At the mean pressure of 1 Torr a molecule travels about 71 µm between collisions, roughly one twenty-eighth of the diameter. Collisions are frequent enough for viscosity to have a meaning, but the layer in which molecules feel the wall directly is no longer negligible. How much more gas passes than the ordinary laminar formula predicts?

Assume a dilute single-component gas in slow, steady flow, with gas and wall at one temperature. Let p be the pressure, μ the viscosity, ρ the mass density, m the molecular mass, T the temperature and k Boltzmann's constant. The axial coordinate is z, and G = −dp/dz is positive for flow toward larger z.

**First case: a flat wall that re-emits diffusely**

Put the wall at y = 0 and the gas at y > 0. Outside a thin layer at the wall, the gas moves along z with velocity

u(y) = uₛ + γy.

Here γ is the shear rate and uₛ is the bulk profile extrapolated to the wall. The shear stress is τ = μγ, the z-momentum carried toward the wall per unit area and time. In steady flow a layer much thinner than the channel cannot store momentum, so the wall receives the same τ.

To first order in the velocity and its gradient, the bulk distribution is

f = n g(v) [1 + m v_z uₛ/(kT) − γ v_y v_z B(v)].

The number density is n, g is the Maxwell distribution at rest, and B(v) > 0 depends on how molecules collide. Maxwell's assumption is that molecules arriving at the wall still have this bulk distribution.

The shear term gives a downward momentum flux

τ = mnγ ∫ v_y² v_z² B g d³v.

The integrand is even in v_y. Arriving molecules, those with v_y < 0, therefore carry half of it, τ/2, whatever the form of B.

The slip term adds, for arriving molecules,

mn uₛ (m/kT) ⟨v_z²⟩ ∫₀^∞ v √(m/(2πkT)) exp(−mv²/(2kT)) dv.

Since ⟨v_z²⟩ = kT/m, the factors before the integral reduce to ρuₛ. The integral is √(kT/(2πm)). With the mean speed c̄ = √(8kT/(πm)), this equals c̄/4. The arriving tangential momentum is therefore

J = τ/2 + ρc̄uₛ/4.

A diffuse wall re-emits molecules with no mean tangential velocity, so it keeps all of J. Setting J = τ gives

uₛ = 2τ/(ρc̄).

The gas must slip because the arriving shear term supplies half the required stress; the drift of the gas past the wall supplies the rest.

**Generalizing to partial accommodation**

Now let a fraction s of the molecules be re-emitted diffusely, and let the others reflect specularly, keeping their tangential momentum. This defines the tangential accommodation coefficient, with 0 < s ≤ 1. The wall retains sJ, so

τ = s(τ/2 + ρc̄uₛ/4).

Collect the stress on the left:

τ(1 − s/2) = sρc̄uₛ/4.

Multiply by 4/(sρc̄):

uₛ = [(2−s)/s] 2τ/(ρc̄).

For s = 1 this returns the diffuse result. As s → 0 the slip at fixed stress grows without bound, because a specular wall can support no tangential stress.

Now define the mean free path through the viscosity:

λ = 2μ/(ρc̄).

With τ = μγ the slip condition becomes

uₛ = ζγ, ζ = λ(2−s)/s.

The slip length ζ is the depth behind the wall at which the extrapolated linear profile reaches zero. To express λ through pressure, use ρ = mp/(kT):

λ = [2μkT/(mp)] √(πm/(8kT)) = (μ/p) √(πkT/(2m)).

This definition matters: a mean free path based on another convention would need a different numerical coefficient in the slip law.

The momentum balance was tested by direct integration over velocity space, with B proportional to 1/(1 + v/v₀), where v₀ = √(2kT/m). For s = 1, 0.9 and 0.4 the slip agreed with the formula to within one part in a million. This confirms the half-range balance. It does not test Maxwell's assumption about the arriving molecules, which needs the kinetic calculation below.

**A plane channel as a trial run**

Consider two parallel walls a distance H apart, with x measured from the midplane. A slab extending from −x to x feels a pressure force 2xG per unit wall area. It is balanced by shear on its two faces:

2xG = −2μ du/dx, so du/dx = −Gx/μ.

Without slip, integration from the wall gives

u = (G/2μ)(H²/4 − x²).

Its mean is

(G/2μ)(H²/4 − H²/12) = GH²/(12μ).

The shear rate at the wall is GH/(2μ), so slip adds the uniform velocity ζGH/(2μ). Relative to the no-slip mean, the increase is 6ζ/H. With a Knudsen number λ/H, the channel factor is therefore

1 + 6(λ/H)(2−s)/s.

The coefficient depends on the geometry through the ratio of wall shear to mean velocity. The tube will have its own number.

**The circular tube**

Let the tube have radius R and diameter D = 2R, and let the flow be along z with a velocity u(r). Take a coaxial gas cylinder of radius r and length dz. Slow flow means that its acceleration can be neglected, so pressure and viscous forces balance:

πr²G dz = −2πr dz μ du/dr.

Hence

du/dr = −Gr/(2μ).

The wall shear rate is |du/dr| = GR/(2μ), and it is the same with and without slip at fixed G. It follows from the force balance alone. The velocity is purely axial and depends on r within a cross-section, so the radial derivative is the whole shear rate and wall curvature adds no further term. The flat-wall argument can be used locally provided λ is much smaller than R.

The velocity at the wall is

u(R) = ζGR/(2μ).

Integrate du/dr inward from the wall:

u(r) = u(R) + (G/4μ)(R² − r²)
= (G/4μ)(R² − r² + 2Rζ).

For the volume flow Q, the two integrals needed are

∫₀ᴿ (R² − r²) 2πr dr = πR⁴ − πR⁴/2 = πR⁴/2,

∫₀ᴿ 2Rζ 2πr dr = 2πR³ζ.

Therefore

Q = (G/4μ)(πR⁴/2 + 2πR³ζ)
= [πR⁴G/(8μ)](1 + 4ζ/R).

The prefactor is the no-slip flow. Since R = D/2, 4ζ/R = 8ζ/D. With Kn = λ/D the multiplying factor is

F = 1 + 8 Kn (2−s)/s.

The comparison holds pressure gradient, local pressure, viscosity and radius fixed. If Kn were defined with the radius, the same physical result would have coefficient 4.

Two limits check the form. As Kn → 0 at fixed s, F → 1 and the no-slip profile returns. As s → 0 at fixed Kn, the uniform slip velocity dominates and the profile approaches a plug. The flow then diverges, as it must: the pressure force needs an opposing wall force, and a nearly specular wall can provide it only at large slip.

A separate finite-volume solution of the force balance with the slip condition gives F = 1.3485 for the injector, the same as the formula to the digits shown. This tests the algebra of the slip problem, including the factor 8.

**From a pressure gradient to a pressure drop**

The injector pressure changes by a third between inlet and outlet, so Kn changes too. The quantity conserved along the tube is the molecular flow Ṅ = pQ/(kT), not the volume flow. At fixed temperature μ is taken as independent of pressure, so the product λp is constant. Define the constant pressure

a = 8(λp/D)(2−s)/s.

Then F = 1 + a/p, and at each position

Ṅ = [πR⁴/(8μkT)] (−dp/dz)(p + a).

Integrate over the length L, from p₁ at the inlet to p₂ at the outlet:

ṄL = [πR⁴/(8μkT)] [(p₁² − p₂²)/2 + a(p₁ − p₂)].

Factor out p₁ − p₂ and write pₘ = (p₁ + p₂)/2:

Ṅ = πR⁴(p₁ − p₂)(pₘ + a)/(8μkTL)
= [πR⁴pₘ(p₁ − p₂)/(8μkTL)] F(pₘ).

Thus F evaluated at the arithmetic mean pressure gives the whole-tube flow within the isothermal local slip model. The pressure drop need not be small compared with pₘ, but the tube must be long and the flow slow.

As a check, the local equation was integrated from 1.2 Torr using the flow found below and the local Kn at each point. The outlet pressure came out as 0.800000 Torr, as prescribed.

**Numbers for the injector**

The inputs are rough typical values: T = 400 K, μ = 22 µPa s, m = 28 u and s = 0.9. At pₘ = 133.3 Pa the mean free path is 71.28 µm. Thus

Kn = 0.07128 mm / 2 mm = 0.03564,

(2−s)/s = 1.1/0.9 = 1.2222,

ζ = 1.2222 × 71.28 µm = 87.12 µm,

F = 1 + 8 × 0.03564 × 1.2222 = 1.3485.

A slip length of less than a tenth of the radius raises the flow by 35%, because it enters as 4ζ/R.

The mean pressure gradient is 533.3 Pa/m. The no-slip mean velocity is

GR²/(8μ) = 533.3 × (10⁻³)² / (8 × 22×10⁻⁶) = 3.03 m/s.

The wall velocity is

ζGR/(2μ) = 87.12×10⁻⁶ × 533.3 × 10⁻³ / (2 × 22×10⁻⁶) = 1.06 m/s.

Their sum is the mean velocity with slip, 4.09 m/s. On the axis the no-slip part is twice its mean, so the velocity is 2 × 3.03 + 1.06 = 7.12 m/s. These velocities belong to the section where p = pₘ. There the factor p + a equals its value in the integrated formula, so the local gradient equals the mean gradient.

In standard cubic centimetres per minute, referred to 0 °C and one atmosphere, the no-slip flow is 0.513 sccm. With slip it is

0.5132 × 1.3485 = 0.692 sccm,

or 3.10×10¹⁷ molecules per second.

**Testing Maxwell's assumption with a kinetic equation**

Molecules near the wall have partly come from the wall itself, so the bulk distribution cannot simply be continued up to it. The BGK model allows a test. It replaces the collision term by relaxation, at a rate ν, toward the local Maxwell distribution.

Let w be the mean axial velocity of molecules having a given transverse velocity v⊥. Take the axial-momentum moment of the kinetic equation. To first order, the pressure gradient contributes (kT/m)(1/n)dn/dz = −G/ρ on the transport side, so

v⊥·∇w = ν(u − w) + G/ρ.

The gas velocity u is the average of w over transverse velocities. In uniform shear without a pressure gradient, this equation gives w = u − γv_y/ν. The stress is then −ρ⟨v_y w⟩ = ργ⟨v_y²⟩/ν = pγ/ν, which fixes the viscosity as μ = p/ν.

Measure lengths in R, transverse velocity in v₀, and w and u in GR/(ρv₀). The equation becomes

c·∇w = δ(u − w) + 1, δ = pR/(μv₀).

Since λ = (μ/p)v₀√π/2, the parameters are related by Kn = √π/(4δ). Using ρ = 2p/v₀², the no-slip mean velocity becomes δ/4 in these units. Multiplication by F gives Maxwell's prediction:

ū = δ/4 + (√π/2)(2−s)/s.

Between wall collisions a molecule's path, projected on the cross-section, is a chord. Specular reflection leads to another chord of equal length, related to the first by rotation. Diffuse re-emission contributes zero mean axial velocity. The boundary condition is therefore

w(start) = (1−s) w(end).

**The opposite limit: no collisions in the gas**

This equation has a limit that can be worked out by hand. For δ → 0, w increases at unit rate in time. On a chord of length ℓ the transit time is ℓ/c, so

w(start) = (1−s)[w(start) + ℓ/c],

w(start) = [(1−s)/s] ℓ/c.

Adding half the gain gives the average along the chord:

[(1−s)/s + 1/2] ℓ/c = [(2−s)/(2s)] ℓ/c.

Now average over points and directions. A chord at distance b from the axis has ℓ = 2√(1−b²), and the number of points on it is proportional to ℓ. Thus

⟨ℓ⟩ = (1/π)∫₋₁¹ 4(1−b²) db = 16/(3π).

The transverse speed has distribution 2c exp(−c²), so

⟨1/c⟩ = ∫₀^∞ 2 exp(−c²) dc = √π.

The free-molecular mean velocity is therefore

ū = [8/(3√π)](2−s)/s.

Maxwell's slip formula, pushed to δ = 0, would give (√π/2)(2−s)/s. Its ratio to the free-molecular result is 3π/16 = 0.59. The formula then has the right dependence on s but gives 41% too little flow. It is a small-Kn result, not an interpolation across all pressures.

**What the kinetic solution says at small Kn**

At finite δ the equation was solved by expanding u in 1, r², r⁴ and r⁶, with transport along each chord treated analytically. Removing r⁶ changed the example's mean velocity by less than 0.1%. These smooth functions do not fully resolve the thin layer at the wall. A basis refined near the wall raises the BGK flow factors at s = 0.9 quoted below by about 0.0005 (the injector value from 1.4062 to 1.4066), so their third decimal is uncertain by one unit. With a constant trial function, sufficient near the collisionless limit, the solution at δ = 10⁻⁴ agreed with the free-molecular formula within 0.5% for s = 1 and 0.9.

The slip coefficient was estimated from ū − δ/4 at δ = 80. Relative to Maxwell's value the four-term expansion gives 1.148 for s = 1, 1.132 for s = 0.9 and 1.007 for s = 0.05. The third decimal is not converged: at this δ the wall layer is only about R/80 thick, and resolving it gives 1.154, 1.139 and 1.008. These still contain a term of order 1/δ; extrapolated to large δ the ratios are 1.147, 1.133 and 1.008, so the four-term values lie close to the limit because two small errors partly cancel. Halving δ for the diffuse wall changed the ratio by less than 2%. The discrepancy is therefore already present at first order in Kn. In this model Maxwell's coefficient is about 13% below the BGK value for a diffuse wall (1/1.148 = 0.87) and close to correct for a nearly specular one.

For the injector, δ = 12.43 and the BGK flow factor is 1.406, against F = 1.3485. Correcting the first-order coefficient alone would give

1 + 0.3485 × 1.132 = 1.394.

Most of the difference thus comes from the coefficient; the remaining 0.012 is mainly the effect of terms beyond first order. Averaging the BGK result over the actual pressure drop leaves the factor at 1.406. The corresponding flow is 0.722 sccm, 4.3% above the Maxwell value.

At s = 0.9 the comparison over Kn is:

Kn = 0.01: F = 1.098, BGK 1.111
Kn = 0.03: F = 1.293, BGK 1.340
Kn = 0.10: F = 1.978, BGK 2.183

Relative to BGK, the total flow from Maxwell's formula is low by about 1.2–1.3%, 3.5% and 9.4%; with the wall layer resolved the first two BGK entries become 1.112 and 1.341. BGK uses one relaxation rate for all molecular speeds, so it is a reference model rather than a complete description of nitrogen collisions.

The difference also affects the meaning of a fitted s. Suppose the true factor were the BGK value 1.406 and Maxwell's formula were used to infer accommodation. Then

(2−s)/s = 0.4062/(8 × 0.03564) = 1.425,

s = 2/(1 + 1.425) = 0.82.

The wall in the calculation has s = 0.9. The lower fitted value would absorb the error of the slip law, so an accommodation coefficient should be quoted with the law used to extract it.

**The model beside a real injector**

Pressures near 1 Torr and millimetre passages are reasonable for low-pressure deposition equipment, but the chosen tube is long compared with a hole in a thin gas-distribution plate. Its flow of 0.7 sccm is also small: a nitrogen feed of tens of sccm or more would need many such tubes in parallel, a wider tube or a larger pressure drop. A creeping-flow estimate assigns both tube ends together an extra length 3πR/8, or 1.2% of this tube's no-slip resistance. At the same radius, a 10 mm passage would have an end contribution near 12% of its no-slip tube resistance, so the long-tube assumption would need correction. Accommodation is also uncertain because deposition changes the wall. At the example's Kn, s = 1 gives F = 1.285 and s = 0.8 gives F = 1.428, changes of −5% and +6% from the value at s = 0.9. Precursor mixtures, pulsed flow and surface reactions lie outside the single-gas steady model, and their effects are not sized here.

The other neglected effects are small for these inputs. The Reynolds number is 0.42 and the Mach number 0.010. Gas acceleration accounts for about 0.02% of the pressure drop. A wall-temperature difference of 10 K along the tube would drive a thermal creep flow of order 0.1% of the main flow, directed toward the hotter end. If it also shifts the mean gas temperature by 5 K, the accompanying changes in viscosity and density alter the flow by about 2%. The kinetic correction is thus the largest of the effects sized for the stated tube and s. The full numerical output follows.

Computed values

```
temperature: 400 K
viscosity: 22.0 uPa s
molecular mass: 28 u
tube diameter: 2.0 mm
tube length: 100 mm
inlet pressure: 1.20 Torr
outlet pressure: 0.80 Torr
mean pressure: 1.00 Torr = 133.3 Pa
accommodation s: 0.90 (no unit)
(2-s)/s: 1.2222 (no unit)
mean free path at mean pressure: 71.28 um
Kn at mean pressure: 0.03564 (no unit)
Kn at inlet: 0.02970 (no unit)
Kn at outlet: 0.04455 (no unit)
slip length: 87.12 um
mean pressure gradient: 533.3 Pa/m
no-slip mean velocity: 3.030 m/s
slip velocity at wall: 1.056 m/s
mean velocity with slip: 4.086 m/s
axis velocity with slip: 7.116 m/s
flow factor F: 1.3485 (no unit)
flow factor from finite volumes: 1.3485 (no unit)
no-slip flow: 0.5132 sccm
flow with slip: 0.6920 sccm = 3.0988e+17 molecules/s
outlet pressure from integration: 0.800000 Torr
rarefaction delta: 12.434 (no unit)
BGK/Maxwell slip coefficient, s=1: 1.148 (no unit)
BGK/Maxwell slip coefficient, s=0.9: 1.132 (no unit)
BGK/Maxwell slip coefficient, s=0.05: 1.007 (no unit)
BGK flow factor at mean pressure: 1.4062 (no unit)
BGK flow factor over pressure drop: 1.4063 (no unit)
BGK flow: 0.7217 sccm
BGK flow above slip flow: 4.29 %
Kn=0.01, s=0.9: F=1.0978, BGK=1.1113 (no unit)
Kn=0.03, s=0.9: F=1.2933, BGK=1.3404 (no unit)
Kn=0.10, s=0.9: F=1.9778, BGK=2.1829 (no unit)
Reynolds number: 0.417 (no unit)
Mach number: 0.0100 (no unit)
tube-end resistance, creeping-flow estimate: 1.18 %
gas acceleration share of pressure drop: 0.0190 %
thermal creep for 10 K wall difference: 0.090 % of flow
```
